# Roughness or Grading? Comment on an Argument from Specular X-ray Reflectivity

**The argument under review**

The manuscript concerns a film with a flat top surface on a thicker substrate. Its specular reflectivity is well fitted if the contribution of the buried interface is damped by a Gaussian factor of width \(\sigma\). The manuscript then reasons as follows.

1. A Gaussian damping factor is the average of a phase over random interface heights.
2. The damping measures intensity removed from the specular beam and sent into diffuse directions.
3. The interface is therefore atomically sharp but rough, with height deviation \(\sigma\), and there has been no intermixing.

The fit may be accepted. The question is whether step 3 follows from it. To decide this, I compute the specular signal of a rough interface and of a graded one, starting from the same wave equation.

**Which part of the density enters the specular beam**

Let \(z\) point upward, with the mean buried interface at \(z=0\) and the film surface at \(z=D\). The electron densities are \(n_1\) in the film, \(n_2\) in the substrate and zero above the film. I write \(\Delta=n_2-n_1\). Absorption is neglected, the angles are small enough for a scalar wave, and the illumination is laterally coherent without limit. Lengths are in nm and densities in nm\(^{-3}\), which suit this problem better than atomic units.

With \(C=4\pi r_e\), where \(r_e\) is the classical electron radius, the wave obeys

\[
\nabla^2\psi+k_0^2\psi=C\,n(\mathbf r)\,\psi .
\]

Expand the density laterally as \(n=\sum_{\mathbf G}n_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r_\parallel}\). Its component \(n_0(z)=\bar n(z)\) is the lateral average. If the incident wave has lateral wavevector \(\mathbf K\), the wave in order \(\mathbf G\) satisfies

\[
\psi_{\mathbf G}''+\kappa_{\mathbf G}^2\psi_{\mathbf G}
=C\sum_{\mathbf G'}n_{\mathbf G-\mathbf G'}\psi_{\mathbf G'},
\qquad
\kappa_{\mathbf G}^2=k_0^2-|\mathbf K+\mathbf G|^2 .
\]

The specular order is \(\mathbf G=0\). Its vertical wavenumber is \(\kappa_0=k\), and \(q=2k\) is the vertical momentum transfer.

The kinematic, or first Born, approximation replaces \(\psi\) on the right by the incident wave \(e^{-ikz}\), which has only a \(\mathbf G=0\) component. The outgoing solution of \(g''+\kappa^2g=\delta(z)\) is \(g=e^{i\kappa|z|}/(2i\kappa)\), since its slope jumps by one at the origin. Above the sample the reflected amplitude is therefore

\[
r=\frac{C}{2ik}\int \bar n(z)\,e^{-2ikz}dz
=\frac{C}{iq}\int\bar n(z)\,e^{-iqz}dz .
\]

At this order the specular beam depends on the sample only through \(\bar n(z)\).

**Two samples with one average**

In the rough sample a sharp interface sits at height \(h(x,y)\), with height distribution \(p(h)\) of zero mean. At a given lateral position the density below \(D\) is \(n_1+\Delta\,\Theta(h-z)\), where \(\Theta\) is the unit step. Averaging over position gives

\[
\bar n(z)=n_1+\Delta\,P(z),\qquad P(z)=\int_z^\infty p(h)\,dh .
\]

The graded sample is defined to have this density at every lateral position, with no lateral structure. It is a film whose composition passes continuously into that of the substrate.

For the rough sample, integrate one column first. A convergence factor removes the contribution from \(z\to-\infty\), and \(1/(-iq)=i/q\), so

\[
\int n\,e^{-iqz}dz
=\frac{i}{q}\left[n_2e^{-iqh}+n_1\left(e^{-iqD}-e^{-iqh}\right)\right]
=\frac{i}{q}\left[n_1e^{-iqD}+\Delta e^{-iqh}\right].
\]

The lateral average replaces \(e^{-iqh}\) by \(\chi(q)=\langle e^{-iqh}\rangle\).

For the graded sample, integrate by parts and use \(\bar n'=-\Delta\,p\) below the surface:

\[
\int\bar n\,e^{-iqz}dz
=\frac{i}{q}\left[n_1e^{-iqD}-\int\bar n'e^{-iqz}dz\right]
=\frac{i}{q}\left[n_1e^{-iqD}+\Delta\int p(z)e^{-iqz}dz\right].
\]

The last integral is again \(\chi(q)\). Both samples give

\[
R(q)=\left(\frac{C}{q^2}\right)^2\left|n_1e^{-iqD}+\Delta\,\chi(q)\right|^2 .
\]

For Gaussian heights, completing the square in \(-h^2/2\sigma^2-iqh\) gives \(\chi=e^{-q^2\sigma^2/2}\). The tail of the distribution above \(z=D\) is neglected, which is safe for \(D\gg\sigma\).

Step 1 of the manuscript thus names one possible origin of the factor, and grading is another. The same Gaussian is the Fourier transform of the slope of an error-function composition profile. The construction also runs backwards: a graded profile can be imitated by a sharp rough interface if \(p=-\bar n'/\Delta\) is nowhere negative, that is, if the profile is monotonic.

Step 2 fails for the graded sample. It has no lateral Fourier components, so nothing is scattered sideways. The interface reflects less because contributions from different depths interfere, and without absorption the flux that is not reflected is transmitted.

**The numbers for one case**

Take the round model values \(n_1=2000\) nm\(^{-3}\), \(n_2=700\) nm\(^{-3}\), \(D=10\) nm and \(\sigma=1\) nm. With \(r_e=2.818\times10^{-6}\) nm, \(C=3.541\times10^{-5}\) nm. At \(q=1\) nm\(^{-1}\) the surface amplitude is \(Cn_1/q^2=0.0708\). The interface amplitude is \(C\Delta\chi/q^2=-0.0460\times0.6065=-0.0279\). Since \(\cos(qD)=\cos 10=-0.839\),

\[
R=0.0708^2+0.0279^2+2(0.0708)(0.0279)(0.839)=9.11\times10^{-3}.
\]

The rough value, averaged over a random two-dimensional height map, and the graded value, from quadrature over depth, are both \(9.114\times10^{-3}\). They agree to all printed digits at the other five momentum transfers as well. A sharp flat interface would give \(1.26\times10^{-2}\), so the curve does respond to the width.

The damping need not lower the total signal. At \(q=2.0\) nm\(^{-1}\) it raises the kinematic \(R\) from \(2.80\times10^{-4}\) to \(2.93\times10^{-4}\), because there it weakens a destructive interference.

**What the diffuse signal adds**

At fixed vertical momentum transfer, Parseval's theorem equates the intensity summed over all lateral orders with the mean squared column amplitude. Subtracting the specular part removes the flat surface and leaves

\[
\Delta^2\left(\langle|e^{-iqh}|^2\rangle-|\chi|^2\right)=\Delta^2\left(1-\chi^2\right)
\]

for the rough sample, with the common factor \((C/q^2)^2\) omitted and \(\chi\) real. For the graded sample the result is zero.

A real interface may be both rough and graded. Let a local error-function profile of width \(\sigma_g\) be displaced by Gaussian heights of deviation \(\sigma_r\). The column amplitude of the interface is then \(\Delta\,e^{-q^2\sigma_g^2/2}e^{-iqh}\), and its average is \(\Delta\,e^{-q^2(\sigma_g^2+\sigma_r^2)/2}\). The kinematic specular curve therefore fixes only

\[
\sigma^2=\sigma_g^2+\sigma_r^2 .
\]

The diffuse strength, in units of \(\Delta^2\), is the mean square minus the squared mean:

\[
S=e^{-q^2\sigma_g^2}\left(1-e^{-q^2\sigma_r^2}\right).
\]

At \(q=1\) nm\(^{-1}\), pure roughness gives \(S=1-e^{-1}=0.632\). The split \(\sigma_g=0.8\) nm, \(\sigma_r=0.6\) nm gives \(0.527\times0.302=0.159\), with the same specular curve. Within this family the split can be recovered, because \(S+e^{-q^2\sigma^2}=e^{-q^2\sigma_g^2}\). Here \(0.159+0.368=0.527\), and \(-\ln0.527=0.64\) returns \(\sigma_g=0.8\) nm.

The lateral distribution of the diffuse signal carries further information. For \(q\sigma\ll1\), \(e^{-iqh}\approx1-iqh\), so the strength in order \(\mathbf G\neq0\) is \(q^2|h_{\mathbf G}|^2\), the height spectrum. Take two random surfaces with the same set of heights and a height correlation close to \(e^{-r^2/2\ell^2}\) at lateral distance \(r\), one with \(\ell=10\) nm and one with \(\ell=40\) nm. At \(q=1\) nm\(^{-1}\) they place 29% and 98% of their diffuse strength below a lateral momentum of 0.1 nm\(^{-1}\). These shares belong to one finite map each; the ideal correlation function gives 31% and 98%. Their kinematic specular curves are the same. Not all of this range can be reached in the plane of incidence. At fixed \(q\) the lateral momentum there is limited to about \(q^2/2k_0\), which is 0.012 nm\(^{-1}\) at \(q=1\) nm\(^{-1}\) for a wavelength of 0.154 nm. Larger values, and hence the full sum \(S\) for short correlation lengths, require measurements out of the plane of incidence.

Two cautions apply before the diffuse signal is used as a verdict.

- Diffuse scattering does not prove that the interface is sharp. Any lateral variation of composition whose average vanishes at each depth leaves \(\bar n\) unchanged and can also scatter.
- Missing diffuse scattering does not exclude roughness of very short lateral scale. If \(\kappa_{\mathbf G}^2<0\) for every \(\mathbf G\neq0\) present, no diffuse wave leaves the sample at that angle of incidence. This can happen for ridges along the plane of incidence. Isotropic roughness has components along the beam, and these meet the condition only if their periods are below about half the wavelength. For X-rays that is about 0.08 nm, less than an atomic spacing, so real isotropic roughness does scatter. Its diffuse signal can, however, leave at large angles, where a scan near the specular direction misses it.

**The detector matters**

The equality concerns the true specular component. Suppose instead that the detector collects all the diffuse intensity at the same vertical momentum transfer. For the rough sample it records

\[
\left(\frac{C}{q^2}\right)^2\left[n_1^2+\Delta^2+2n_1\Delta\,\chi\cos(qD)\right],
\]

because the added \(\Delta^2(1-\chi^2)\) restores the interface's own intensity and leaves the interference term damped. At \(q=1\) nm\(^{-1}\) this is \(9.11\times10^{-3}+1.34\times10^{-3}=1.045\times10^{-2}\), which is 15% above the graded sample. This sum is the detected flux only if \(\kappa_{\mathbf G}\approx k\) for the orders that carry the diffuse signal. Along the beam \(\kappa_{\mathbf G}^2\approx k^2-2KG_x\), so for a wavelength of 0.154 nm and \(q=1\) nm\(^{-1}\) it requires \(|G_x|\) well below \(k^2/2K\approx0.003\) nm\(^{-1}\), that is, correlation lengths of about a micrometre or more. For correlation lengths of tens of nm the diffuse flux at fixed incidence is much smaller. The manuscript should state its angular acceptance and subtract a diffuse background measured beside the specular direction. The subtraction works only if the diffuse signal varies little across the acceptance. For long lateral scales the diffuse peak can be narrower than that, and it then remains in the specular reading.

**Where the equivalence ends**

It would overcorrect the manuscript to say that no specular measurement can ever tell the two samples apart. In the second Born term the wave scatters twice:

\[
r^{(2)}=\frac{C^2}{2ik}\sum_{\mathbf G}\iint e^{-ikz}\,n_{-\mathbf G}(z)\,g_{\mathbf G}(z-z')\,n_{\mathbf G}(z')\,e^{-ikz'}\,dz\,dz' .
\]

The term \(\mathbf G=0\) is common to both samples. The terms \(\mathbf G\neq0\), in which the wave leaves the specular direction and returns to it, exist in the rough sample alone. They are quadratic in density while the leading amplitude is linear, so the relative difference in \(R\) should be proportional to a common density scale. A full solution of the scalar wave equation tests this. At \(q=1\) nm\(^{-1}\) and a long lateral period, the differences with all densities multiplied by 0.02 and 0.01 are about \(4.2\times10^{-4}\) and \(2.1\times10^{-4}\), with a ratio of 2.02 before rounding.

*Long lateral scales.* If \(\kappa_{\mathbf G}\approx k\) for the orders that matter, \(g_{\mathbf G}\approx g_0\), and the sum over \(\mathbf G\neq0\) is the lateral covariance of the density. For depths \(u<v\) it equals \(\Delta^2[P(v)-P(u)P(v)]=\Delta^2P(v)[1-P(u)]\). The phases combine to \(-k(u+v)+k(v-u)=-qu\). Counting both orderings of the depths, and using \((2ik)^2=-q^2\), the extra amplitude is

\[
\delta r=-\frac{2C^2\Delta^2}{q^2}J,\qquad
J=\int du\,[1-P(u)]\,e^{-iqu}\int_u^\infty P(v)\,dv .
\]

Here \(1-P(u)\) is the probability that a height \(h_1\) lies below \(u\), and the inner integral is the mean of \((h_2-u)\Theta(h_2-u)\) for an independent height \(h_2\). With \(s=h_2-h_1>0\) and \(m=(h_1+h_2)/2\), integration by parts gives

\[
\int_{h_1}^{h_2}(h_2-u)e^{-iqu}du
=e^{-iqm}\left[-\frac{is}{q}e^{iqs/2}+\frac{2i}{q^2}\sin\frac{qs}{2}\right].
\]

For Gaussian heights \(m\) and \(s\) are independent, with variances \(\sigma^2/2\) and \(2\sigma^2\), and \(\langle e^{-iqm}\rangle=e^{-q^2\sigma^2/4}\). The real part of the bracket is \((s/q)\sin(qs/2)\). This is even in \(s\), so restricting to \(s>0\) halves its full average, \(\sigma^2e^{-q^2\sigma^2/4}\). Hence

\[
\operatorname{Re}J=\frac{\sigma^2}{2}e^{-q^2\sigma^2/2},\qquad
\operatorname{Re}\delta r=\frac{C\Delta\chi}{q^2}\left(-C\Delta\sigma^2\right).
\]

At this order in the density, the in-phase interface amplitude changes by the fraction \(-C\Delta\sigma^2\), which is \(+0.046\) for the densities used here. Higher orders are not negligible at these densities and change the value. The imaginary part of \(J\) also alters the fringes, so this number sets the scale of the effect and does not predict the whole curve.

*Short lateral scales.* Let ridges run along the plane of incidence with period \(L\). Then \(\mathbf G\) is perpendicular to \(\mathbf K\), and \(\kappa_{\mathbf G}^2=k^2-G^2\). For \(G>k\), put \(\gamma=\sqrt{G^2-k^2}\). The Green function becomes \(-e^{-\gamma|z|}/(2\gamma)\), whose integral over depth is \(-1/\gamma^2\). When \(\gamma\) is well above both \(k\) and \(1/\sigma\), as for a period of 2 nm here, the extra term is small and the rough interface acts nearly as its averaged profile. For \(G\) only just above \(k\), \(\gamma\) is small and this argument does not apply.

The full solutions for such ridges, with the same Gaussian height distribution, show both limits. The last two columns are differences from the graded sample, relative to its reflectivity.

| \(q\) (nm\(^{-1}\)) | graded \(R\) | \(L=2\) nm | \(L=5000\) nm |
|---|---|---|---|
| 0.6 | \(3.35\times10^{-1}\) | −0.01% | +2.7% |
| 0.8 | \(5.18\times10^{-3}\) | +0.15% | −8.4% |
| 1.0 | \(1.19\times10^{-2}\) | −0.07% | +3.1% |
| 2.0 | \(2.79\times10^{-4}\) | −0.09% | −0.5% |

For the long period, each region reflects as a flat film of local thickness \(D-h\), and the specular amplitude is the average of these local amplitudes. That average gives \(R=1.226\times10^{-2}\) at \(q=1\) nm\(^{-1}\), in agreement with the full solution. What counts as long depends on direction. For these ridges \(\kappa_{\mathbf G}\approx k\) needs only \(G\ll k\). For height variations along the beam it needs \(2KG\ll k^2\), which for a wavelength of 0.154 nm and \(q=1\) nm\(^{-1}\) means periods well above 2000 nm; a 5000 nm period in that direction is not yet in the long limit, least of all near \(q_c\).

The kinematic formula itself is poor near the film's critical value \(q_c=0.532\) nm\(^{-1}\). At \(q=0.8\) nm\(^{-1}\) it gives \(1.67\times10^{-2}\), about three times the full graded value. Much of this error is refraction: inside the film \(q\) becomes \(\sqrt{0.8^2-0.532^2}=0.597\) nm\(^{-1}\), so the fringe phase is 5.97 and not 8.0. With that phase alone corrected, the formula gives \(4.0\times10^{-3}\), against \(5.2\times10^{-3}\) in full.

**Assessment**

The data support an averaged interface profile of width \(\sigma\). They do not support the claim of a sharp interface without intermixing. The differences at long lateral scales, up to about 8% in the table and reached only when the heights vary slowly over many micrometres along the beam, could help if densities, thickness and resolution were known independently to that level, and if the detector separated the specular beam from the diffuse orders close to it. I have not examined how far a refit of densities, thickness and resolution would absorb the differences. For the 2 nm period the differences in the table stay below 0.2%. I recommend that the authors replace "roughness" by "interface width" and measure the diffuse scattering before assigning that width to a cause. The numerical output below gives the remaining values.

## Computed results

```
classical electron radius = 2.81794e-06 nm
film density = 2000, substrate density = 700 nm^-3
film thickness = 10.0 nm, interface width sigma = 1.0 nm
film critical q = 0.5323 nm^-1
largest profile mismatch (fraction) = 7.1e-06
Kinematic specular R: q (nm^-1), rough, graded, sharp flat
  0.6  9.7594e-03  9.7594e-03  6.7450e-03
  0.8  1.6656e-02  1.6656e-02  1.9736e-02
  1.0  9.1139e-03  9.1139e-03  1.2606e-02
  1.5  1.3526e-03  1.3526e-03  2.3879e-03
  2.0  2.9341e-04  2.9341e-04  2.7963e-04
  3.0  6.1789e-05  6.1789e-05  7.5669e-05
Diffuse strength at q = 1 nm^-1, units (n2-n1)^2/q^2:
  all roughness, sigma_r = 1.0 nm: 0.6321
  sigma_g = 0.8, sigma_r = 0.6 nm: 0.1594
  all grading (full wave, diffuse R): 0.0000
Share of diffuse at lateral momentum < 0.1 nm^-1, q = 1 nm^-1:
  correlation length 10 nm: 0.294
  correlation length 40 nm: 0.976
Kinematic R at q = 1 nm^-1, all diffuse accepted: 1.0453e-02
Full wave, lateral periods: short 2 nm, long 5000 nm
Full specular R: q (nm^-1), graded, rough short, rough long
  0.6  3.3469e-01  3.3468e-01  3.4382e-01
  0.8  5.1823e-03  5.1899e-03  4.7479e-03
  1.0  1.1886e-02  1.1878e-02  1.2257e-02
  1.5  1.1196e-03  1.1175e-03  1.1374e-03
  2.0  2.7915e-04  2.7890e-04  2.7781e-04
  3.0  6.4343e-05  6.4416e-05  6.4266e-05
Relative difference from graded (%): q (nm^-1), short, long
  0.6  -0.005  +2.726
  0.8  +0.147  -8.382
  1.0  -0.067  +3.120
  1.5  -0.184  +1.590
  2.0  -0.092  -0.481
  3.0  +0.114  -0.119
Column-average R at q = 1 nm^-1: 1.2256e-02
Full-wave diffuse R at q = 1 nm^-1, long period: 1.6177e-03
Kinematic diffuse R at q = 1 nm^-1: 1.3396e-03
Total reflected flux at q = 0.3 nm^-1: 1.00000000
Relative rough-graded difference at q = 1 nm^-1, long period:
  densities x 0.02: 4.194e-04
  densities x 0.01: 2.076e-04, ratio 2.020
```
